\section*{Optimal Sample Counts in Multilevel Monte Carlo at Fixed Variance}

\section{Dividing the computing budget among levels of theory}

A thermal average over nuclear positions needs many electronic-structure calculations. Before they start, one must decide how many to run in a large basis, how many in a small one, and whether the small one is worth running at all. These choices follow from the costs of the levels and from the variances of the levels and of their differences, all of which a short pilot can estimate.

Let $P_0,\dots,P_L$ be approximations of rising quality to one random quantity, for instance an ionization energy at a random thermal geometry. The target is the mean of the finest, $\langle P_L\rangle$. Define
\begin{equation}
Y_0=P_0,\qquad Y_l=P_l-P_{l-1}\quad(l\ge1),
\label{eq:Y}
\end{equation}
where both terms of a difference are evaluated at the same geometry. The sum telescopes, $\sum_{l=0}^{L}Y_l=P_L$, so the estimator
\begin{equation}
\hat P=\sum_{l=0}^{L}\frac1{N_l}\sum_{i=1}^{N_l}Y_l^{(i)}
\label{eq:est}
\end{equation}
has mean $\langle P_L\rangle$. Let $V_l>0$ be the variance of $Y_l$, and $c_l>0$ the cost of one evaluation of $P_l$. One draw of $Y_l$ then costs $C_0=c_0$, or $C_l=c_l+c_{l-1}$ for $l\ge1$. All draws are independent, within a level and between levels. A mean of $N_l$ independent draws has variance $V_l/N_l$, and variances of independent terms add:
\begin{equation}
\mathrm{Var}\,\hat P=\sum_l\frac{V_l}{N_l}=\varepsilon^2,\qquad
K=\sum_l N_lC_l .
\label{eq:problem}
\end{equation}
Here $\varepsilon$ is the prescribed standard error and $K$ the total cost to be minimized. The standard error measures sampling error alone; the error of $P_L$ as a description of the molecule is untouched by any choice of $N_l$.

\section{The square-root law}

Treat the $N_l$ first as positive real numbers. The Cauchy--Schwarz inequality for the vectors with components $\sqrt{N_lC_l}$ and $\sqrt{V_l/N_l}$ reads
\begin{equation}
\Big(\sum_lN_lC_l\Big)\Big(\sum_l\frac{V_l}{N_l}\Big)\ \ge\
\Big(\sum_l\sqrt{V_lC_l}\Big)^2\equiv S^2 ,
\label{eq:cs}
\end{equation}
because $N_l$ cancels in the product of components. With \eqref{eq:problem} this gives $K\ge S^2/\varepsilon^2$ for every admissible allocation. Equality requires the two vectors to be parallel, $\sqrt{N_lC_l}=t\sqrt{V_l/N_l}$ with one constant $t>0$, that is
\begin{equation}
N_l=t\sqrt{V_l/C_l}.
\label{eq:shape}
\end{equation}
Inserting this in the constraint gives
\begin{equation}
\varepsilon^2=\frac1t\sum_lV_l\sqrt{\frac{C_l}{V_l}}
=\frac{S}{t}\quad\Rightarrow\quad t=\frac{S}{\varepsilon^2}.
\end{equation}
The unique minimizer and its cost are therefore
\begin{equation}
N_l=\frac{S}{\varepsilon^2}\sqrt{\frac{V_l}{C_l}},\qquad
K_{\min}=\frac{S^2}{\varepsilon^2}.
\label{eq:opt}
\end{equation}
The square-root law concerns the ratios $N_l/N_k$. The prefactor $S/\varepsilon^2$ contains all levels, so changing one $V_l$ changes every count.

The trade-off behind the law is marginal. One more draw at level $l$ lowers the variance by about $V_l/N_l^2$ and costs $C_l$. At the optimum $V_l/(N_l^2C_l)=1/t^2$ is the same for all levels, so no transfer of effort helps to first order. Equation \eqref{eq:opt} also gives
\begin{equation}
\frac{N_lC_l}{K_{\min}}=\frac{V_l/N_l}{\varepsilon^2}
=\frac{\sqrt{V_lC_l}}{S}\equiv p_l ,
\label{eq:share}
\end{equation}
so each level takes the same share of the cost as of the variance.

\subsection*{Whole numbers and very small counts}

Rounding each $N_l$ up can only lower the variance, and it adds less than one draw per level. The cheapest whole-number allocation with variance at most $\varepsilon^2$ thus costs between $S^2/\varepsilon^2$ and $S^2/\varepsilon^2+\sum_lC_l$. The second term matters when \eqref{eq:opt} gives counts below one. Suppose $\sum_lV_l>\varepsilon^2$, so that one draw per level is not enough, and impose $N_l\ge1$. The problem is convex, and its stationarity condition is $C_l-\lambda V_l/N_l^2=\mu_l$, where $\lambda>0$ belongs to the variance constraint and $\mu_l\ge0$ vanishes unless $N_l=1$. Hence $N_l=\max(1,\sqrt{\lambda V_l/C_l})$, with $\lambda$ fixed by the variance: the square-root law survives among the levels that are not at the bound.

\subsection*{A geometric hierarchy}

Let $V_l=V_02^{-\beta l}$ and $C_l=C_02^{\gamma l}$, and put $q=2^{(\gamma-\beta)/2}$. Then $\sqrt{V_lC_l}=\sqrt{V_0C_0}\,q^l$ and
\begin{equation}
K_{\min}=\frac{V_0C_0}{\varepsilon^2}\,\big(1+q+\dots+q^L\big)^2 .
\label{eq:geo}
\end{equation}
If variance falls faster than cost rises ($q<1$), the bracket stays below $1/(1-q)$, and its square below $1/(1-q)^2$, however many levels are added. The share of level $l$ falls as $q^l$, so the coarse levels take most of the budget when $q$ is well below 1. If $q=1$, all levels cost the same and $K_{\min}$ grows as $(L+1)^2$. If $q>1$, the sum tends for large $L$ to $q^{L+1}/(q-1)$, so $K_{\min}\to[q/(q-1)]^2V_LC_L/\varepsilon^2$, set by the finest levels.

\section{When a coarse level is worth having}

Equation \eqref{eq:opt} is optimal for a given hierarchy; it does not say that the hierarchy is good. Let $\sigma_l^2$ be the variance of $P_l$ itself. Without $P_0$, the bottom level is $P_1$ and contributes $\sigma_1\sqrt{c_1}$ to $S$. With $P_0$, this is replaced by two terms. The terms above are unchanged, so including $P_0$ lowers the minimum cost if and only if
\begin{equation}
\sigma_0\sqrt{c_0}+\sqrt{V_1\,(c_0+c_1)}<\sigma_1\sqrt{c_1}.
\label{eq:include}
\end{equation}
A cheap level can fail this condition even when it is strongly correlated with the next, if it responds to the geometry with the wrong strength. A fixed scale factor $a$ can help: use $Y_0=aP_0$ and $Y_1=P_1-aP_0$, which still telescope. The variance of $Y_1$ becomes $\sigma_1^2-2a\,\mathrm{Cov}(P_0,P_1)+a^2\sigma_0^2$. Setting its derivative with respect to $a$ to zero gives
\begin{equation}
a=\frac{\mathrm{Cov}(P_0,P_1)}{\sigma_0^2},\qquad
\mathrm{Var}\,Y_1=\sigma_1^2(1-\rho^2),\qquad
\rho=\frac{\mathrm{Cov}(P_0,P_1)}{\sigma_0\sigma_1}.
\label{eq:scaled}
\end{equation}
This $a$ minimizes the variance of the difference, not necessarily the total cost, but all results above apply with the new $V_l$.

\section{Errors in the variances and costs}

Suppose the counts have the wrong shape, $N_l=t'r_l\sqrt{V_l/C_l}$ with $r_l>0$, but $t'$ is adjusted until the true variance is $\varepsilon^2$. The constraint gives $t'=(S/\varepsilon^2)\sum_lp_l/r_l$, with $p_l$ from \eqref{eq:share}, and the cost is $t'\sum_lr_l\sqrt{V_lC_l}=t'S\sum_lp_lr_l$. Hence
\begin{equation}
\frac{K}{K_{\min}}=\Big(\sum_lp_lr_l\Big)\Big(\sum_l\frac{p_l}{r_l}\Big).
\label{eq:penalty}
\end{equation}
If all $r_l$ lie in $[r_-,r_+]$, then $(r_l-r_-)(r_+-r_l)\ge0$. Division by $r_l$ gives $r_l+r_-r_+/r_l\le r_-+r_+$. Average this with weights $p_l$ and use $2\sqrt{xy}\le x+y$ on the left:
\begin{equation}
\frac{K}{K_{\min}}\le\frac{(r_-+r_+)^2}{4r_-r_+}.
\label{eq:kant}
\end{equation}
For small errors write $r_l=e^{\delta_l}$ and $m_k=\sum_lp_l\delta_l^k$. The factors in \eqref{eq:penalty} are $1\pm m_1+m_2/2$ to second order, so
\begin{equation}
\frac{K}{K_{\min}}=1+m_2-m_1^2+O(\delta^4).
\label{eq:second}
\end{equation}
There is no third-order term because the product is unchanged when all $\delta_l$ change sign. The excess is a weighted variance of $\ln r_l$; a common factor in all $r_l$ costs nothing.

The achieved variance is less forgiving. If estimates $V_l'=V_l(1+\eta_l)$ are put into \eqref{eq:opt} and the counts are not corrected later,
\begin{equation}
\frac{\mathrm{Var}\,\hat P}{\varepsilon^2}
=\frac{\sum_lV_l\sqrt{C_l/V_l'}}{\sum_l\sqrt{V_l'C_l}}
\approx\frac{1-\frac12\sum_lp_l\eta_l}{1+\frac12\sum_lp_l\eta_l}
\approx1-\sum_lp_l\eta_l .
\label{eq:miss}
\end{equation}
This error is of first order. Variances should therefore be re-estimated as draws accumulate. An error in the $C_l$ alone leaves the variance on target and affects only the cost.

\section{Example: the ionization energy of hot ethylene}

Ethylene, C$_2$H$_4$, can serve as a carbon source for hard-mask films. Take its vertical ionization energy, approximated by $-\varepsilon_{\mathrm{HOMO}}$ from Hartree--Fock theory, averaged over nuclear motion at 700\,K, a rough process temperature. The equilibrium geometry and the twelve harmonic modes come from HF/6-31G. In atomic units each mass-weighted mode coordinate is Gaussian with variance $\coth(\omega/2k_BT)/(2\omega)$, where $\omega$ is the mode frequency.

A pilot of 24 random geometries was computed at all three levels. The cost model is the fourth power of the number of basis functions (14, 26 and 48), in units of one STO-3G run. The target is $\varepsilon=0.003$\,eV.

\begin{center}
\begin{tabular}{lrrrr}
Level $l$ & $C_l$ & $\sqrt{V_l}$ (eV) & $\sqrt{V_lC_l}$ (eV) & $N_l$\\
0: STO-3G & 1 & 0.3542 & 0.354 & 41792\\
1: 6-31G & 12.9 & 0.1726 & 0.620 & 5671\\
2: cc-pVDZ & 150.1 & 0.00717 & 0.088 & 69
\end{tabular}
\end{center}

The fourth column adds up to $S=1.062$\,eV, so $K_{\min}=1.0619^2/0.003^2\approx1.253\times10^5$ runs. For level 2, for example, $N_2=(1.0619/0.003^2)\times0.00717/\sqrt{150.1}\approx69$. Direct numerical minimization, with the constraint used to eliminate $N_0$, returns the same three counts. Exhaustive search over whole numbers finds 41745, 5676 and 69, at a cost within one run of the real-valued minimum; simple rounding up costs about 147 runs more than that minimum, below the bound $\sum_lC_l=164$.

With cc-pVDZ alone, whose standard deviation is 0.2212\,eV, one needs $(0.2212/0.003)^2\approx5440$ runs of cost 138.2 each, or $7.51\times10^5$ units. Three levels are six times cheaper in this cost model, yet with the pilot variances they are not the best choice. With $\sigma_1=0.2183$\,eV and $c_1=11.9$, condition \eqref{eq:include} compares
\begin{equation}
0.354+0.620=0.974\ \text{eV}\quad\text{with}\quad
0.2183\sqrt{11.9}=0.753\ \text{eV},
\end{equation}
and fails. Dropping STO-3G gives $S=0.753+0.088=0.841$\,eV and a cost of $7.85\times10^4$, with about 5900 draws of 6-31G and 55 of the difference.

The reason can be read from the variances. Since $V_1=\sigma_0^2+\sigma_1^2-2\,\mathrm{Cov}(P_0,P_1)$,
\begin{equation}
\mathrm{Cov}(P_0,P_1)=\tfrac12(0.1255+0.0477-0.0298)
\approx0.0717\ \text{eV}^2 ,
\end{equation}
so $\rho\approx0.93$ and, from \eqref{eq:scaled}, $a\approx0.57$. In this pilot STO-3G follows 6-31G closely but exaggerates its response. Scaling leaves $\mathrm{Var}\,Y_1\approx0.0067$\,eV$^2$, and the left side of \eqref{eq:include} becomes $0.57\times0.354+\sqrt{0.0067\times12.9}\approx0.50$\,eV. The scaled level would pay: $S\approx0.58$\,eV and a cost near $3.8\times10^4$.

That verdict depends on the cost model. Measured times per run were 0.085, 0.144 and 0.298\,s, a far smaller spread than the fourth power predicts for this small molecule. With these times as costs, the three plain levels need 4050\,s, cc-pVDZ alone 1620\,s, and 6-31G with cc-pVDZ 850\,s. Even scaled STO-3G fails \eqref{eq:include}: its left side is $0.57\times0.354\sqrt{0.085}+\sqrt{0.0067\times0.229}\approx0.098$, against $0.2183\sqrt{0.144}\approx0.083$, in eV\,s$^{1/2}$. Keeping the three plain levels but using counts from the fourth-power model costs a factor 1.21 over their timed optimum. Here the choice of levels matters more than the fine tuning of counts.

\subsection*{Pilot noise and shared geometries}

Bootstrap resampling of the pilot puts the relative errors of the three $V_l$ at 0.21, 0.24 and 0.34. With so few points these tend to be low: for a Gaussian variable and 24 draws the value is $\sqrt{2/23}\approx0.29$. Through \eqref{eq:penalty} these raise the three-level cost by 0.3\% at the median and 1.9\% at the 95th percentile. The achieved standard error, without correction of the counts, ranges from 0.0026 to 0.0037\,eV between the 5th and 95th percentiles. This is the contrast between \eqref{eq:second} and \eqref{eq:miss}. The ranking of hierarchies rests on the same 24 geometries, and its own uncertainty was not sized; the order of the plain two- and three-level hierarchies could change with another pilot.

Independence between levels is a real condition. Suppose instead that all levels use one list of geometries, level $l$ taking the first $N_l$. Two levels then have $\min(N_l,N_m)$ draws in common, and their means have covariance
\begin{equation}
\frac{\min(N_l,N_m)}{N_lN_m}\,\mathrm{Cov}(Y_l,Y_m)
=\frac{\mathrm{Cov}(Y_l,Y_m)}{\max(N_l,N_m)} .
\label{eq:nested}
\end{equation}
Twice this, summed over pairs, is added to the variance in \eqref{eq:problem}, and \eqref{eq:opt} is no longer the minimizer in general. In the pilot $\mathrm{Cov}(Y_0,Y_1)=\mathrm{Cov}(P_0,P_1)-\sigma_0^2\approx-0.054$\,eV$^2$. This equals $\sigma_0(\rho\sigma_1-\sigma_0)$: it would be slightly negative for equal spreads because $\rho<1$, and the larger spread of STO-3G makes it strongly so. Sharing therefore lowers the variance here. For counts 40, 20 and 10, formula \eqref{eq:nested} gives 0.419 of the independent variance, and repeated draws from the pilot pool give 0.415. A positive covariance would raise it.

Sharing also changes the cost. For $N_l\le N_{l-1}$ the value $P_{l-1}$ is already known at every geometry of level $l$, so a draw costs $c_l$ and not $c_l+c_{l-1}$. For the two lowest levels alone the variance becomes $(\sigma_1^2-V_1)/N_0+V_1/N_1$ at cost $N_0c_0+N_1c_1$, and the left side of \eqref{eq:include} is replaced by $\sqrt{(\sigma_1^2-V_1)c_0}+\sqrt{V_1c_1}$. In the fourth-power model this is $0.134+0.595=0.729$\,eV, just below 0.753\,eV; with the measured times it is 0.105 against 0.083 in eV\,s$^{1/2}$. Condition \eqref{eq:include} as written, and the verdict against plain STO-3G in the fourth-power model, hold for independent draws only.

\subsection*{What the standard error leaves out}

The pilot mean at the finest level is $10.24\pm0.05$\,eV (0.376 hartree), where the uncertainty is one standard error. The equilibrium value is also 10.24\,eV, so the pilot does not resolve a thermal shift. Measured vertical ionization energies of ethylene lie roughly between 10 and 11\,eV, but the agreement owes much to cancellation. At the equilibrium geometry, orbital relaxation changes the result by $-1.28$\,eV and correlation at MP2 level by $+1.55$\,eV; going from cc-pVDZ to def2-TZVP adds 0.08\,eV. If these shifts are additive, they move the value to about 10.6\,eV; how the relaxation and correlation shifts depend on the basis was not computed. What MP2 itself misses is not sized.

The harmonic model is also approximate: over the pilot geometries the anharmonic part of the energy has an rms value of 0.11\,eV, against a mean harmonic potential energy of 0.71\,eV. Its effect on the ionization energy was not computed. Nor need the gas in a reactor be at 700\,K. At 300\,K the mode amplitudes are smaller by at most 13\%. As far as the levels respond linearly to the displacements, each $V_l$, and with it the cost at fixed $\varepsilon$, then falls by at most 24\%. The bound is slack: only the three totally symmetric modes act at linear order, and the lowest mode, which sets the 13\%, is not among them. A small difference such as $Y_2$ need not be mainly linear, and the argument then does not cover it.

The basis shift alone is some 27 times the target of 0.003\,eV. For an absolute ionization energy such a target would spend effort on the smaller error: with a bias $b$ the mean square error is $b^2+\varepsilon^2$, and reducing $\varepsilon$ far below $|b|$ gains little. A tight target makes sense for a difference in which the bias largely cancels, such as a thermal shift at one level of theory, and that cancellation has to be checked for the case at hand. The printed values behind this example are collected in the numerical output.

\section*{Numbers as computed}
\begin{verbatim}
levels: sto-3g, 6-31g, cc-pvdz | basis functions: 14 26 48
temperature: 700 K; pilot geometries: 24
target standard error: 0.0030 eV
equilibrium C-C distance: 1.3220 angstrom
pilot standard deviation of C-C distance: 0.0370 angstrom
lowest, highest vibrational quantum: 0.1150, 0.4239 eV
equilibrium ionization energy by level (eV): 8.9871  10.193  10.243
pilot mean ionization energy by level (eV): 8.8941  10.182  10.237
pilot standard deviation of P by level (eV): 0.3542  0.2183  0.2212
standard error of pilot mean, finest level: 0.0452 eV
pilot mean, finest level, converted: 0.37620 hartree
smallest HOMO to HOMO-1 separation in pilot: 2.15 eV
mean of Y_l (eV): 8.894  1.288  0.05466
standard deviation of Y_l (eV): 0.3542  0.1726  0.007173
V_l (eV^2): 0.1255  0.02979  5.145e-05
relative bootstrap error of V_l: 0.21  0.24  0.34
cost of one P_l (STO-3G runs, n^4 model): 1  11.9  138.2
C_l (STO-3G runs): 1  12.9  150.1
sqrt(V_l*C_l) (eV*sqrt(run)): 0.3542  0.6198  0.08787
S (eV*sqrt(run)): 1.0619
optimal real counts N_l: 41792.4  5671.33  69.0842
counts from direct numerical minimization: 41792.4  5671.33  69.0842
share of cost = share of variance, by level: 0.334  0.584  0.0827
minimum cost S^2/eps^2: 125294.9 STO-3G runs
rounded-up counts: 41793 5672 70 | cost: 125441.5 STO-3G runs
best integer counts: 41745 5676 69 | cost: 125295.0 STO-3G runs
fitted exponent of N_l/N_0 against (V_l/C_l)/(V_0/C_0): 0.50000
resampled / predicted estimator variance: 0.9975
shared-draw test counts: 40 20 10
  shared / independent variance, formula: 0.4192
  shared / independent variance, resampled: 0.4150
hierarchy cc-pvdz | n^4 cost: 751362 STO-3G runs | timed cost: 1620.6 s
hierarchy sto-3g+cc-pvdz | n^4 cost: 613755 STO-3G runs | timed cost: 4819.8 s
hierarchy 6-31g+cc-pvdz | n^4 cost: 78528 STO-3G runs | timed cost: 850.3 s
hierarchy sto-3g+6-31g+cc-pvdz | n^4 cost: 125295 STO-3G runs | timed cost: 4048.0 s
n^4 cost, finest level alone / three levels: 6.00
timed cost, same ratio: 0.40
measured time of one P_l, this run (s): 0.0854  0.144  0.298
cost penalty of n^4 allocation at measured times: factor 1.210
pilot noise, cost penalty factor, median and 95th percentile: 1.003  1.019
pilot noise, achieved standard error, 5th and 95th percentile (eV): 0.00264  0.003713
left out, at equilibrium geometry:
  orbital relaxation (Delta-SCF minus frozen): -1.283 eV
  correlation (Delta-MP2 minus Delta-SCF): +1.546 eV
  larger basis (def2-TZVP minus cc-pVDZ): +0.080 eV
mean harmonic potential energy in pilot: 0.712 eV
anharmonic energy in pilot, mean: -0.030 eV, rms: 0.110 eV
mode amplitude at 300 K / at 700 K, smallest and largest: 0.8712  0.9991
\end{verbatim}
